Time Step and Implicitness in a Two-Temperature Carrier–Lattice Solver

**A case that can be done by hand**

Let hot carriers and a cold lattice have heat capacities in the ratio 1:3. Measure temperatures from the initial lattice temperature, so that the carriers start at 600 K and the lattice at 0 K. If no heat leaves the pair, the common final rise is

(1×600 + 3×0)/(1 + 3) = 150 K.

Now take one long implicit step that reduces the temperature difference from 600 K to one quarter of that, 150 K. Conservation fixes both new temperatures. The carriers stand at 150 + (3/4)×150 = 262.5 K, the lattice at 150 − (1/4)×150 = 112.5 K. Their difference is 150 K, and the heat is 262.5 + 3×112.5 = 600, as before.

The factor one quarter belongs to backward Euler with a step of three relaxation times of the temperature difference. The true factor is e⁻³ ≈ 0.05. The step therefore conserves energy and leads toward the right final temperature, yet gives a poor account of the cooling. Two settings control this behaviour: the time step Δt and the implicitness weight θ. They matter wherever a simulation of excited electrons hands heat to a lattice through a two-temperature model.

**The equations being solved**

Let T_c and T_l be the carrier and lattice temperatures, C_c and C_l their constant heat capacities per volume, and G the constant coupling. After the exciting pulse, for a uniform layer without heat loss or recombination,

C_c dT_c/dt = −G(T_c − T_l),
C_l dT_l/dt = +G(T_c − T_l).

Adding the equations gives

d(C_c T_c + C_l T_l)/dt = 0.

As t → ∞ both temperatures approach a common value T_f. Equating the conserved sum at the start and at the end gives

T_f = (C_c T_c0 + C_l T_l0)/(C_c + C_l).

Next divide each equation by its heat capacity and subtract the second from the first. With d = T_c − T_l,

dd/dt = −γd, γ = G(1/C_c + 1/C_l),
d(t) = d₀ e^(−γt).

To recover the separate temperatures, put T_l = T_c − d into the conserved sum:

(C_c + C_l)T_c − C_l d = (C_c + C_l)T_f.

Hence

T_c = T_f + C_l d/(C_c + C_l),
T_l = T_f − C_c d/(C_c + C_l).

If the lattice capacity is very large, γ → G/C_c and the lattice hardly warms. If the capacities are equal, γ = 2G/C_c: the lattice rises to meet the carriers, and the difference closes twice as fast.

This distinction matters when a relaxation time is entered instead of G. If τ is the carrier relaxation time at fixed lattice temperature, then G = C_c/τ and

γ = (1 + C_c/C_l)/τ.

If the quoted time describes the decay of the difference itself, it is 1/γ. For capacities 1:3 the two readings differ by a factor 4/3.

**What one implicit step does**

Unprimed quantities belong to the start of a step, primed ones to its end. The scheme evaluates the temperature difference at a weighted mean:

D = θd′ + (1 − θ)d.

The weight θ = 1 is backward Euler, θ = 1/2 is Crank–Nicolson, and θ = 0 is explicit Euler. The discrete equations are

C_c(T_c′ − T_c) = −ΔtG D,
C_l(T_l′ − T_l) = +ΔtG D.

Their sum is

C_c T_c′ + C_l T_l′ = C_c T_c + C_l T_l.

This holds for every step length and every θ, apart from rounding, because the same quantity ΔtG D leaves one reservoir and enters the other.

For the decay, divide by the capacities, subtract, and define z = γΔt:

d′ − d = −zD = −z[θd′ + (1 − θ)d].

Collecting d′ on the left gives

(1 + θz)d′ = [1 − (1 − θ)z]d,
R = d′/d = [1 − (1 − θ)z]/(1 + θz).

The heat exchanged also has a short closed form. Insert d′ = Rd into D:

D = d{θ[1 − (1 − θ)z] + (1 − θ)(1 + θz)}/(1 + θz).

In the braces the terms −θ(1 − θ)z and +θ(1 − θ)z cancel, and θ + (1 − θ) = 1 remains. Thus D = d/(1 + θz), and a complete step is

1. q = ΔtG(T_c − T_l)/(1 + θγΔt),
2. T_c′ = T_c − q/C_c,
3. T_l′ = T_l + q/C_l.

With constant coefficients no iteration is needed. The same step can be written as a linear system. With a = θΔtG and b = (1 − θ)ΔtG,

(C_c + a)T_c′ − aT_l′ = C_c T_c − b(T_c − T_l),
−aT_c′ + (C_l + a)T_l′ = C_l T_l + b(T_c − T_l).

This form is convenient when further couplings are added. Since only temperature differences enter the exchange, temperatures may be stored as rises above ambient, which reduces rounding when the lattice warms by a small fraction of a kelvin.

**How conservation is lost**

Suppose the carriers are updated with the new carrier temperature while the lattice receives heat computed from the old one:

C_c(T_c′ − T_c) = −ΔtG(T_c′ − T_l),
C_l(T_l′ − T_l) = +ΔtG(T_c − T_l).

Adding these gives an energy change ΔtG(T_c − T_c′) per step. Over many steps the intermediate temperatures cancel in pairs, leaving

spurious energy = ΔtG(T_c,start − T_c,end).

When the lattice is nearly fixed and the carriers cool fully, this is the fraction ΔtG/C_c = Δt/τ of the initial carrier heat above ambient. The cure is to compute q once and use it twice.

The same bookkeeping helps if a heat capacity depends on temperature. One should then subtract q from the carrier energy, add it to the lattice energy, and obtain each temperature from its energy. The total is conserved whatever the relation between energy and temperature. The simple weighted mean for T_f and the single exponential, however, rest on constant coefficients.

**Choosing θ: stability and sign**

The difference dies away if |R| < 1. For z > 0 and 0 ≤ θ ≤ 1, R is below 1, since its numerator is smaller than its denominator. The other condition, R > −1, reads

1 − (1 − θ)z > −1 − θz,
2 > (1 − 2θ)z.

For θ ≥ 1/2 it holds at any step. For explicit Euler it requires z < 2. Whenever |R| < 1, d tends to zero while the energy is kept, so the scheme reaches the correct T_f.

Stability does not guarantee sensible temperatures on the way. The difference keeps its sign if (1 − θ)z < 1. Backward Euler satisfies this for every positive step: R = 1/(1 + z) lies between 0 and 1, so each temperature moves toward T_f without passing it. Crank–Nicolson keeps the sign for z < 2 and reverses it beyond.

At z = 3 the computed factors are −2 for explicit Euler, −0.2 for Crank–Nicolson and 0.25 for backward Euler. The first grows, the second alternates, the third decays smoothly. An alternating factor can be harmful when the carrier capacity is small, because the carriers then take up nearly all of the swing. The silicon example below shows how large it becomes.

For very large z, backward Euler has R ≈ 1/z, whereas Crank–Nicolson has R → −1. If the equilibrated state alone is wanted, backward Euler with large steps reaches it quickly. Crank–Nicolson with the same steps rings for a long time.

**Choosing Δt: the rate that is really simulated**

With constant Δt the computed difference is multiplied by the same R at every step. For R > 0 it is therefore a perfect discrete exponential, with rate

λ = −ln(R)/Δt.

A straight line on a logarithmic plot does not show that the rate is right. To find the error, use ln(1 + y) = y − y²/2 + y³/3 − … in

λΔt = ln(1 + θz) − ln[1 − (1 − θ)z].

Through second order this is

λΔt = z + [(1 − θ)² − θ²]z²/2 = z + (1 − 2θ)z²/2,

so the relative rate error is (1/2 − θ)z to leading order. It vanishes at θ = 1/2, where the next term is needed. Setting y = z/2,

ln(1 + y) − ln(1 − y) = 2y + 2y³/3 + … = z + z³/12 + ….

The choices θ = 1 and θ = 1/2 thus have

backward Euler: λ/γ = ln(1 + z)/z ≈ 1 − z/2,
Crank–Nicolson: λ/γ ≈ 1 + z²/12.

Backward Euler cools too slowly. Crank–Nicolson cools too fast for z < 2, but only slightly when z is small. If a backward Euler run with constant coefficients has already been made, its measured rate can be corrected by solving λΔt = ln(1 + γΔt) for γ:

γ = [exp(λΔt) − 1]/Δt.

A rate error becomes a temperature error that depends on time. With λ = γ(1 + ε) and small εγt,

d₀e^(−λt) − d₀e^(−γt) ≈ −εγt d₀e^(−γt).

The function γt e^(−γt) has derivative γ(1 − γt)e^(−γt), so it peaks at γt = 1 with value 1/e. The largest error in the difference, relative to d₀ and to leading order, is therefore

backward Euler: δ ≈ z/(2e),
Crank–Nicolson: δ ≈ z²/(12e).

The carrier temperature receives the fraction C_l/(C_c + C_l) of this error and the lattice the fraction C_c/(C_c + C_l), with opposite sign. Solving for the step gives the guidance

backward Euler: Δt ≈ 2eδ/γ,
Crank–Nicolson: Δt ≈ √(12eδ)/γ.

For δ = 0.01 these are 0.054/γ and 0.57/γ. Both rules assume constant coefficients, no source during the run, and small z. A changing source or coupling brings its own time scale, which must be resolved as well.

**A silicon device layer**

Consider a 220 nm silicon layer on oxide, at 300 K, excited at 800 nm to 10¹⁸ electron–hole pairs per cm³. The material parameters are rough typical values. The relaxation time τ = 0.30 ps at fixed lattice temperature is an input, not a result.

For parabolic bands the density of states is proportional to √E, and nondegenerate carriers follow the Boltzmann factor. Integration by parts, with vanishing boundary terms, gives

∫E^(3/2) e^(−E/k_BT) dE = (3/2)k_BT ∫E^(1/2) e^(−E/k_BT) dE.

The mean energy is therefore 3k_BT/2 per carrier and 3k_BT per pair. At fixed pair density n the carrier heat capacity is C_c = 3nk_B = 4.14×10⁻⁵ J/(cm³ K), while the lattice has C_l = 1.66 J/(cm³ K).

The photon energy is 1.550 eV and the gap 1.12 eV, which leaves 0.430 eV of kinetic energy per pair. These carriers did not exist before the pulse, so this is their whole thermal energy, not an addition to a 300 K store:

T_c0 = (hν − E_g)/(3k_B) = 1663 K.

The coupling is G = C_c/τ = 1.38×10⁸ W/(cm³ K). Since C_c/C_l is about 2.5×10⁻⁵, γ exceeds 1/τ by that fraction only, and γ = 3.3334 ps⁻¹. The heat above ambient and the final rise are

C_c(T_c0 − 300 K) = 4.14×10⁻⁵ × 1362.6 = 0.0564 J/cm³,
0.0564/1.66 = 0.0340 K.

The final temperature is 300.034 K. A carrier gas more than 1300 K hotter than the lattice warms it by 34 mK, because its heat capacity is so small.

Backward Euler with Δt = 5 fs, or z = 0.0167, gives:

- At 0.15 ps: carriers 1129.8 K, exact 1126.4 K; lattice rise 13.3 mK.
- At 0.30 ps: carriers 805.4 K, exact 801.3 K; lattice rise 21.4 mK.
- At 0.60 ps: carriers 487.5 K, exact 484.4 K; lattice rise 29.3 mK.
- At 1.20 ps: carriers 325.8 K, exact 325.0 K; lattice rise 33.4 mK.

Here "exact" means the solution of the model equations. The largest energy drift is 5×10⁻¹⁴ of the initial carrier heat above ambient, although the carrier temperature at 0.30 ps is wrong by about 4 K. A small energy drift confirms the exchange bookkeeping; it says nothing about the time accuracy.

The measured backward Euler rate is 3.3059 ps⁻¹, which is 0.82% below γ, close to z/2 = 0.83%. Crank–Nicolson gives 3.33349 ps⁻¹, above γ by about 2×10⁻⁵ of its value, in agreement with z²/12.

At t = τ, steps of 30, 15 and 7.5 fs give carrier errors of 24.1, 12.3 and 6.2 K with backward Euler, and −0.418, −0.105 and −0.026 K with Crank–Nicolson. Halving the step divides the first error by about two and the second by four. For an error of 1% of the initial difference, or 14 K, the rules above suggest about 16 fs and 170 fs respectively.

Crank–Nicolson needs more care with long steps. At z = 3, a step of 0.9 ps, the first new difference is −0.2 × 1362.6 = −273 K. The carriers would stand near 27 K, far below the lattice. The absolute carrier temperature becomes negative when −R exceeds 300/1362.6 = 0.220. Solving (z/2 − 1)/(z/2 + 1) = 0.220 gives z = 3.13. The step is stable, conserves energy, and has no physical meaning.

The mismatched exchange described earlier, run with the same 5 fs step, creates 1.667% of the initial carrier heat. This is Δt/τ = 5/300, as derived.

Tests of the solver covered θ = 0.5, 0.75 and 1 at z = 0.05, 3 and 50. In all nine cases the energy stayed constant over 200 steps to better than 10⁻¹⁰ of the initial carrier heat, and the first-step factor agreed with R.

**Where the real layer departs from the model**

A numerical error of a few kelvin is already small beside the physical uncertainty of the early carrier temperature. The following sizes are rough estimates for this layer, not corrections made to the solution.

The carriers need time to acquire a temperature at all. With an assumed thermalization time of 0.1 ps, 1 − e^(−1/3) = 28% of their heat above ambient is lost meanwhile, if it leaves at the model's rate. The initial 1663 K is therefore a measure of energy, not a temperature to be expected in the layer. The 50 fs pulse length matters less once the pulse is over: for a Gaussian pulse with time counted from its centre, the later amplitude changes by 0.25%. The peak carrier heat, however, is about 15% lower than for an instantaneous pulse.

Absorption in silicon at this wavelength involves phonons. Counting their mean energy lowers the start temperature by about 177 K if each phonon has 63 meV, and by about 155 K at 58 meV. The phonon energy goes to the lattice directly, so the final heat balance is unchanged. Two-photon absorption raises the start by about 27 K for a Gaussian pulse (41 K for a rectangular pulse of the same 50 fs width) and free-carrier absorption by about 18 K for an assumed cross-section of 5×10⁻¹⁸ cm² per pair, with rough coefficients and the light crossing the layer once. The interaction among the carriers also narrows the gap. In a rough classical estimate this raises the start by about 70 K, and it may add about a tenth to the 34 mK rise. The second figure is the less certain: at 300 K a Debye sphere holds only about 0.2 carriers, so classical screening is outside its range there.

Constant carrier capacity is also approximate. With a typical nonparabolicity of 0.5 eV⁻¹, electrons at 1663 K hold 16% more energy than parabolic ones, so a given energy means a lower temperature: the start falls by about 110 K if only the electrons are nonparabolic. The warped and split-off valence bands lower it by roughly another 50 K in a six-band estimate. Degeneracy is minor at this density: it raises the hole energy at 300 K by 1.0% for a parabolic band of mass 0.81 m₀, and by about 0.5% in a six-band model. Constant G is a fair approximation in a simple model: for emission and absorption of a single 63 meV optical phonon by parabolic carriers, the coupling stays within about 14% of its near-ambient value over the whole cooling range. The figure depends on the model. It is 16% for a 58 meV phonon, and 28% for 63 meV with the nonparabolicity above.

A single lattice temperature is doubtful at first, because carriers heat a limited set of optical phonons. If these occupy 1.2% of the Brillouin zone, are heated uniformly and do not decay meanwhile, the carriers share their heat with them and stall about 7 K above ambient. This is the same heat-capacity-weighted mean, applied to a much smaller reservoir. The 7 K is not an upper bound. The 1.2% is set by the largest wavevectors that the hottest carriers can emit, whereas cooled carriers exchange energy with a narrower shell of phonons that is heated more strongly. When the same coupling is resolved by wavevector, the carriers stay about 20 to 25 K above ambient between 2 and 10 ps without phonon decay, and about 8 K above at 3 ps for an assumed phonon lifetime of 2 ps. These estimates count only phonons near the zone centre. Electrons in silicon also emit phonons that carry them between conduction-band valleys, which enlarges the reservoir and lowers these figures. The 34 mK rise refers to the later state in which all phonons have equilibrated.

It is also an average over the thickness. Reflection at one silicon–oxide face gives a standing wave of contrast 0.73, so the local absorption could vary by that fraction about its mean. This value is for infinitely thick oxide. With a buried oxide of about 2 µm on a silicon substrate, the second reflection puts the contrast anywhere between about 0.2 and 0.9, depending on the oxide thickness. The lattice heating varies less, because carriers diffuse between the fringes while they are still cooling: with an assumed carrier diffusivity of 10 cm²/s this takes about 0.3 ps. For the remaining lattice pattern, ordinary diffusion with the bulk diffusivity would give a smoothing time of 3.3 ps. This is too short: the fringes are only about 108 nm apart, comparable with phonon free paths in silicon, so the heat spreads more slowly than the diffusion law predicts. The carrier cooling rate is less affected: at fixed τ both G and C_c are proportional to n, and n enters γ through the tiny ratio C_c/C_l alone.

Heat loss is slow on this scale. For a uniformly heated layer, ideal contact and ordinary diffusion, oxide on one face takes at most 0.8% of the final lattice heat in 3 ps, and oxide on both faces twice that. About 0.27% of the pairs recombine in that time, if the surfaces have a rather high recombination velocity of 10⁴ cm/s.

Recombination nevertheless dominates the later heat balance. After cooling, each pair still holds its gap energy and the thermal energy 3k_B × 300 K, together 1.20 eV. If every pair recombines without emitting light and no heat escapes, the lattice warms by a further 116 mK. Together with the 34 mK from cooling this makes 150 mK, the full photon energy of 10¹⁸ absorbed photons per cm³ divided by C_l. For a device simulation that extends to complete recombination, the gap energy and the remaining thermal energy of the pairs must therefore be given to the lattice as a delayed source. Heat flow into the oxide must then be included too: with ideal contact and the surface recombination velocity assumed above, the rise peaks near 116 mK with oxide on one face, or near 97 mK with oxide on both, instead of reaching 150 mK. The 34 mK rise is a good description only for a short interval after the phonons have equilibrated. With the surface recombination velocity assumed above, recombination heat adds about 3% to it by 10 ps and about 30% by 100 ps.

**Settings that follow from the analysis**

For a cooling curve with smooth, constant coefficients, use Crank–Nicolson with γΔt well below 2 and choose the step from the accepted temperature error. For long steps, or for a final temperature alone, use backward Euler, which cannot overshoot in this model. In either case compute γ from both heat capacities, and use one exchanged heat q in both updates. Then repeat the run with half the step: for small steps, the change in the carrier temperature near t = 1/γ is about equal to the error that remains with backward Euler, and about three times that error with Crank–Nicolson. The energy balance cannot show this error.

Computed values

```
Layer 220 nm, pairs 1.0e+18 cm^-3, ambient 300 K
Wavelength 800 nm, photon 1.5498 eV, gap 1.12 eV
Excess energy per pair 0.4298 eV; relaxation time tau 0.30 ps
Carrier start temperature 1662.6 K
Heat capacities: carriers 4.1419e-05, lattice 1.66 J/(cm3 K)
Coupling G 1.3806e+08 W/(cm3 K)
Carrier heat above ambient 0.05644 J/cm3
Exact relaxation rate gamma 3.333417 1/ps
Weighted final temperature 300.03400 K
Final rise: formula 33.9968 mK, solver 33.9968 mK
Time step 5.0 fs, steps 2400, gamma*dt 0.016667
Largest relative energy drift 5.1e-14
Measured rate, backward Euler 3.305942 1/ps
Measured rate, Crank-Nicolson 3.333494 1/ps
t (ps): Tc backward Euler (K), Tc exact (K), lattice rise solver (mK)
  0.00: 1662.55, 1662.55, 0.000
  0.15: 1129.84, 1126.43, 13.292
  0.30: 805.41, 801.26, 21.387
  0.60: 487.49, 484.42, 29.320
  1.20: 325.82, 324.99, 33.353
  3.00: 300.10, 300.10, 33.995
Tc error at t = tau for steps of 30, 15, 7.5 fs (K):
  backward Euler 24.068, 12.277, 6.201
  Crank-Nicolson -0.4182, -0.1045, -0.0261
Factor per step at gamma*dt = 3: explicit -2.000, Crank-Nicolson -0.200, backward Euler 0.250
Faulty lagged exchange: spurious energy 1.667 % of carrier heat
Capacities 1:3, rises 600 and 0 K: final rise 150.000 K
Neglected effects, rough sizes:
  heat lost within thermalization time 0.1 ps: 28 %
  pulse of 50 fs: later amplitude changed by 0.25 %
  start temperature shift, phonon-assisted absorption -177 K
  start temperature shift, two-photon absorption 41 K
  start temperature shift, free-carrier absorption 18 K
  absorbed fluence 5.46 uJ/cm2, crossing 292 uJ/cm2
  nonparabolic electron energy at start +16 %
  degenerate hole energy at ambient +1.0 %
  coupling relative to near-ambient value: 0.92 to 1.13
  hot optical phonons: zone share 1.2 %, rise 7 K
  pairs recombined in 3 ps: 0.27 %
  later lattice rise from recombination 116 mK
  heat into oxide in 3 ps: at most 0.8 %
  standing-wave contrast 0.73, lattice smoothing 3.3 ps
```
